# Exact barrier of a tilted cosine and its quadratic field correction, part 2

An ion of charge number \(z\) and moving mass \(M\) hops between equivalent wells a distance \(a\) apart. The zero-field barrier is \(E_0\), and the macroscopic field \(\mathcal E\) exerts a force \(F=z\mathcal E\ge0\) along the forward hop. The question is how far the barrier and the hop rate depart from the linear barrier \(E_0-Fa/2\).

The algebra is in atomic units, in which the elementary charge, the reduced Planck constant, the electron mass and \(4\pi\varepsilon_0\) equal one. The model takes a rigid cosine profile, a constant charge and one coordinate \(x\):

\[
U(x)=\frac{E_0}{2}\left(1-\cos kx\right)-Fx,\qquad k=\frac{2\pi}{a}.
\]

At \(F=0\) the wells lie at \(x=0,\pm a,\dots\), with saddles halfway between. Mirror symmetry about each well bottom makes the odd part of the barrier exactly \(-Fa/2\).

The forward barrier from the well \(x_m\) to the saddle \(x_s\) is

\[
\boxed{B(F)=E_0\left[\sqrt{1-f^2}-f\arccos f\right],\qquad f=\frac{Fa}{\pi E_0},\quad 0\le f\le1 .}
\]

Equivalently, \(B=E_0-Fa/2+\delta\), with

\[
\delta(F)=E_0\left[\sqrt{1-f^2}+f\arcsin f-1\right],
\]

\[
\frac{\delta}{E_0}=\frac{f^2}{2}+\frac{f^4}{24}+\frac{f^6}{80}+\dots
\]

The reverse barrier is \(B+Fa\), and the distance from well to saddle is \(x_s-x_m=\frac{a}{\pi}\arccos f\).

For any smooth well and saddle, at zero-field positions \(x_m^0\) and \(x_s^0\) with curvatures \(\kappa_m\) and \(-\kappa_s\), the shift of both points under the force gives

\[
B(F)=B(0)-F(x_s^0-x_m^0)+\frac{F^2}{2}\left(\frac1{\kappa_m}+\frac1{\kappa_s}\right)+O(F^3).
\]

For the cosine, both equal \(\kappa_0=2\pi^2E_0/a^2\), and the tilted well has curvature \(\kappa=\kappa_0\sqrt{1-f^2}\).

At temperature \(T\), with Boltzmann constant \(k_B\) and \(k_BT\ll B\), classical transition-state theory with a harmonic well gives the forward rate

\[
\Gamma_+=\nu\,e^{-B/k_BT},\qquad
\nu=\frac{1}{2\pi}\sqrt{\frac{\kappa}{M}}=\nu_0(1-f^2)^{1/4},\qquad
\nu_0=\frac{1}{2\pi}\sqrt{\frac{\kappa_0}{M}} .
\]

The net forward rate is

\[
\boxed{\Gamma=2\nu_0(1-f^2)^{1/4}\,e^{-(E_0+\delta)/k_BT}\,\sinh\frac{Fa}{2k_BT}.}
\]

The example uses \(E_0=1\) eV, \(a=3\) angstrom, \(z=2\), \(M=16\) u, a field of 3 MV/cm and \(T=300\) K.

### Worked example

The parameters lie in the regime of doubly charged oxygen-vacancy hopping in hafnium oxide resistive memory. They are rough typical values: \(E_0=1\) eV, \(a=3\) angstrom, \(z=2\), a field of 3 MV/cm and a temperature of 300 K. The vacancy moves when an oxygen ion jumps the other way, so the moving mass is taken as 16 u.

A field of 1 MV/cm is 0.01 V/angstrom. The force and the reduced force are then

\[
F=2\times0.03=0.06\ \text{eV/angstrom},\qquad
f=\frac{0.06\times3}{\pi\times1}=0.0573 .
\]

The linear barrier is \(1-0.06\times3/2=0.9100\) eV. The quadratic correction is \(0.0573^2/2=0.00164\) eV, and the next term of the series adds less than \(10^{-6}\) eV. The exact forward barrier is 0.9116 eV, or 0.03350 hartree. Adding the work per period, 0.18 eV, gives the reverse barrier of 1.0916 eV.

The geometry accounts for the correction. The distance from well to saddle has shrunk from 1.5 to 1.445 angstrom. As the force is raised from zero, the mean shortening is about half of this 0.055 angstrom, and \(0.06\times0.055/2\approx0.0016\) eV.

With \(k_BT=0.02585\) eV, the correction changes both hop rates by

\[
e^{-\delta/k_BT}=e^{-0.0635}=0.94 ,
\]

a reduction of about 6 percent relative to linear lowering. The curvature \(\kappa_0=2\pi^2/9=2.19\) eV/angstrom² and the mass give \(\nu_0=5.8\times10^{12}\) s\(^{-1}\). The field changes this prefactor by less than 0.1 percent. The net hop rate is \(2.8\times10^{-3}\) s\(^{-1}\) at 300 K. At 600 K, with the field and all other parameters held fixed, it is \(1.2\times10^5\) s\(^{-1}\).

Between 1 and 5 MV/cm at 300 K, \(\delta\) grows from 0.00018 to 0.0046 eV, close to the factor of 25 expected of a quadratic law. The associated rate reduction grows from 0.7 to 16 percent. The correction reaches \(k_BT\) at 11.9 MV/cm, the linear law gives a zero barrier at 33 MV/cm, and the well disappears at 52 MV/cm. The numerical output lists the intermediate fields.

### Accuracy of the harmonic rate

The rate formula was tested against the same transition-state flux with the full classical integral over the tilted well. At 300 K and \(f=0.02\), 0.06 and 0.3, the two agreed within 2 percent. At \(f=0.3\) the factor \(e^{-\delta/k_BT}\) is below 0.25, so a formula without \(\delta\) would have failed by more than a factor of four.

In the worked example the full-integral rate is 0.993 of the harmonic one at 300 K and 0.986 at 600 K. The deficit comes from the flattening of the cosine away from its minimum. At zero field,

\[
U\approx\frac{\kappa_0x^2}{2}-\frac{\kappa_0k^2x^4}{24}.
\]

With the harmonic average \(\langle x^4\rangle=3(k_BT/\kappa_0)^2\), the well integral grows by the factor

\[
1+\frac{\kappa_0k^2}{24k_BT}\,\frac{3(k_BT)^2}{\kappa_0^2}
=1+\frac{k^2k_BT}{8\kappa_0}=1+\frac{k_BT}{4E_0},
\]

where \(\kappa_0=E_0k^2/2\) was used. This lowers the rate by about 0.6 percent at 300 K and twice that at 600 K, which accounts for most of the deficit.

### Comparison with a real oxide

Real hafnium oxide films are often polycrystalline or amorphous. Barriers and hop lengths then vary from site to site and with the charge state of the vacancy, and one cosine stands for a whole distribution. The chosen field is high but not extreme: it is 0.60 of a rough breakdown field of 5 MV/cm. The three higher fields quoted above, from 11.9 to 52 MV/cm, exceed that breakdown value and mark limits of the model rather than operating points. A current-carrying filament can be several hundred kelvin hotter than its surroundings, which is why the rate at 600 K is given. Even without that spread, two departures from the model can each change the rate at a given field by more than the small correction found here: a change of temperature and a saddle that is not exactly halfway between wells.

**Heating.** At fixed field and prefactor, a rise from 300 to 310 K multiplies the forward rate by 3.1. The rise \(\Delta T\) that hides \(\delta\) follows from equating exponents. With \(B_{\rm lin}=E_0-Fa/2\),

\[
\frac{B}{T+\Delta T}=\frac{B_{\rm lin}}{T}
\quad\Longrightarrow\quad
\Delta T=\frac{T\delta}{B_{\rm lin}}=\frac{300\times0.00164}{0.91}=0.54\ \text{K}.
\]

To see the correction in the absolute rate at one field, with \(E_0\) known, the temperature would have to be known to better than about half a kelvin. The field dependence is less demanding: a constant temperature error only rescales \(\delta/k_BT\), by about 3 percent for 10 K. What does mimic \(\delta\) is heating that grows with the field: a rise proportional to \(\mathcal E^2\) that reaches half a kelvin at 3 MV/cm cancels most of it.

**Saddle position.** If the saddle lies 0.1 angstrom from the midpoint, the linear term changes by \(0.06\times0.1=0.006\) eV, more than three times \(\delta\). The sign depends on the direction of the shift. The mirror symmetry used at the start is then lost, and the odd part of the barrier is no longer \(-Fa/2\). The shift acts on the linear term; the quadratic term is still set by the two curvatures.

### Zero-point motion and tunnelling

Approximate both well and barrier by parabolas of frequency \(\omega=2\pi\nu_0\), and let \(u=\omega/k_BT\) with \(\hbar=1\). Measure energy from the barrier top as \(\epsilon\omega\), and choose the length scale so that the wave equation reads \(\psi''+(q^2+2\epsilon)\psi=0\). Far to the right the transmitted wave is

\[
t\,q^{i\epsilon-1/2}e^{iq^2/2}.
\]

Continue it to the far left through the upper half-plane, \(q\to|q|e^{i\pi}\). This wave is the decaying solution in the first quadrant and the growing one in the second, so its coefficient can be followed throughout. On the left it is the reflected wave, with amplitude \(r=-i\,t\,e^{-\pi\epsilon}\). Flux conservation, \(|r|^2+|t|^2=1\), gives

\[
|t|^2=\frac{1}{1+e^{-2\pi\epsilon}} .
\]

Average this over thermal energies \(y=\epsilon u\), in units of \(k_BT\), and substitute \(s=e^{-2\pi y/u}\). For \(u<2\pi\),

\[
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{s^{u/2\pi-1}}{1+s}\,ds=\frac{u/2}{\sin(u/2)} .
\]

The classical value of this average is one. In the well, the classical partition function \(1/u\) is replaced by the level sum \(\sum_n e^{-u(n+1/2)}=1/[2\sinh(u/2)]\), which multiplies the rate by \(2\sinh(u/2)/u\). The total quantum factor is \(\sinh(u/2)/\sin(u/2)\).

Here \(u=0.926\) and the factor is 1.07. This is as large as the effect of \(\delta\) on the absolute rate, but it is nearly independent of field. For small \(u\) it is \(1+u^2/12\), and \(u^2\) varies as \(\sqrt{1-f^2}\), which is almost constant at \(f=0.057\).

### Polarization of the oxide

The quadratic response also contains a term absent from the rigid model. If the solid with the ion at the saddle is more polarizable by \(\Delta\alpha\) than with the ion in the well, the barrier changes by \(-\Delta\alpha\,\mathcal E^2/2\). For a trial difference of 1 angstrom³ and the macroscopic field, the magnitude is \(3\times10^{-5}\) eV.

The field at an atomic site may be larger. The Lorentz estimate for a cubic dipolar environment adds \(4\pi P/3\) to the macroscopic field, where \(P=(\epsilon_r-1)\mathcal E/4\pi\) is the polarization. The enhancement is

\[
L=1+\frac{\epsilon_r-1}{3}=\frac{\epsilon_r+2}{3}.
\]

A rough permittivity \(\epsilon_r=20\) gives \(L=7.3\). A \(\Delta\alpha\) defined for the whole solid already contains this enhancement. If the trial difference is instead that of a single site, the polarization energy grows, to first order in \(\Delta\alpha\), by \(L^2\), to 0.0017 eV, which is as large as \(\delta\). It lowers the barrier if \(\Delta\alpha>0\) and raises it if \(\Delta\alpha<0\). The positive sign proved for the rigid cosine therefore does not settle the sign of the total quadratic response of a real oxide.

Multiplying the whole driving force by \(L\) is a different step. In the example it would reduce the barrier to 0.43 eV. That cannot hold over a full period, provided the macroscopic field is fixed and the solid returns to the same state with a charge \(z\) carried through \(a\): the work is then \(z\mathcal Ea\), without the factor \(L\).

The linear term is protected in the same way. Let the coupling to the field be \(-\mathcal E p(x)\), where the dipole \(p\) is odd about the well and satisfies \(p(x+a)=p(x)+za\). At \(x=-a/2\) this gives \(p(a/2)=-p(a/2)+za\), hence \(p(a/2)=za/2\). The linear lowering remains \(z\mathcal Ea/2\), however the local coupling varies along the symmetric path. The quadratic term has no such protection. Repeating the curvature argument with the local force \(\mathcal E p'(x)\) gives \(\tfrac12\mathcal E^2\left[p'(0)^2/\kappa_m+p'(a/2)^2/\kappa_s\right]\). It is never negative, but its size follows the local coupling: for the cosine with \(p'(0)=2z\) and \(p'(a/2)=0\) it is twice the value found for a constant charge.

### Using the result in a simulation

- Compute \(F\) and \(f\), and apply the hopping formula only while \(f<1\) and \(B\gg k_BT\). As the force grows towards \(f=1\), the second condition fails first: a well still exists, but the rate formula no longer applies.
- Obtain the reverse barrier as \(B+Fa\), so that the ratio of forward to reverse rates is preserved even if \(\delta\) is approximated.
- In double precision, evaluate \(\delta\) from \(E_0(f^2/2+f^4/24)\) for \(f\) below about 0.004, where the closed form subtracts nearly equal numbers and loses digits. At larger \(f\), including that of the worked example, the closed form is the more accurate of the two.
- For large \(Fa/k_BT\), use \(\Gamma=\nu e^{-B/k_BT}(1-e^{-Fa/k_BT})\), which avoids any overflow of the hyperbolic sine. For \(f<1\) its argument stays below \(\pi E_0/2k_BT\), about 61 in the example, so in double precision this matters only at cryogenic temperatures for a barrier of 1 eV.
- To leading order, using the linear law in place of the exact barrier changes the rate by less than a small fraction \(\eta\) if \(E_0f^2/2<\eta k_BT\), that is, if

\[
F<\frac{\pi}{a}\sqrt{2\eta E_0k_BT}.
\]

The last criterion concerns the rigid cosine at a known temperature. In a device, the uncertainties in temperature, saddle position and polarization sized above can exceed the correction itself.

## Computed results

```
zero-field barrier E0 = 1.00 eV
period a = 3.00 angstrom; charge number z = 2
moving mass = 16.0 u; temperature = 300 K
field = 3.0 MV/cm; force F = 0.0600 eV/angstrom
reduced force f = 0.05730
work per period F a = 0.1800 eV
linear barrier = 0.910000 eV
exact barrier = 0.911642 eV = 0.033502 hartree
exact correction delta = 0.001642 eV
quadratic term = 0.001641 eV
delta minus quadratic term = 4.49e-07 eV
reverse barrier = 1.091642 eV
well-saddle distance = 1.4453 angstrom
thermal energy kT = 0.02585 eV
delta/kT = 0.0635
rate factor exp(-delta/kT) = 0.9385
curvature = 2.1932 eV/angstrom^2
attempt frequency = 5.788e+12 1/s
prefactor (1-f^2)^(1/4) = 0.99918
net hop rate at 300 K = 2.798e-03 1/s
net hop rate at 600 K = 1.234e+05 1/s
full-well/harmonic rate, 300 K = 0.9933
full-well/harmonic rate, 600 K = 0.9863
field (MV/cm), exact B (eV), delta (eV), exp(-delta/kT):
  1.0  0.970182  0.000182  0.9930
  2.0  0.940730  0.000730  0.9722
  3.0  0.911642  0.001642  0.9385
  4.0  0.882919  0.002919  0.8932
  5.0  0.854563  0.004563  0.8382
field where delta = kT: 11.88 MV/cm
field where linear law gives zero: 33.33 MV/cm
exact barrier at that field = 0.2105 eV
critical field = 52.36 MV/cm
Neglected effects, from rough or trial inputs:
rough breakdown field = 5.0 MV/cm
field/breakdown field = 0.60
rate factor for 10 K heating = 3.119
temperature rise that hides delta = 0.541 K
trial saddle shift = 0.10 angstrom
barrier change from that shift = 0.0060 eV
hbar omega/kT = 0.9259
zero-point and tunnelling rate factor = 1.0741
rough permittivity = 20; Lorentz factor = 7.333
trial polarizability difference = 1.0 angstrom^3
its energy, macroscopic field = 3.13e-05 eV
its energy, Lorentz field = 0.001681 eV
that energy/delta = 1.024
barrier if whole force is enhanced = 0.4296 eV
```
